Saturation of Weakly Nonlinear Swift-Hohenberg Stripes in Ion-Beam Patterning

**1. A ripple that stops growing**

In a model of a surface eroded by an ion beam, a ripple of amplitude 0.05 nm starts to grow with an e-folding time of 2000 s. After 24 000 s, twelve such times, exponential growth would have raised it to 0.05 e¹² nm, about 8 µm. Integrating the model equation in time gives 0.913 nm instead. The growth has stopped, and the final height does not depend on the small initial height.

The value follows from a short law. In scaled variables, stripes with cubic damping saturate at

A = 2√(ε/3),

where ε measures the distance above the threshold for ripple growth. The law holds at leading order in small ε, for a cubic coefficient of one, for stripes at the critical wavenumber, and without a quadratic term in the equation. The last condition matters for sputtering, and section 8 shows what happens when it is dropped.

**2. The surface equation and its threshold**

Let h(x,t) be the height measured from the mean height, which recedes steadily as material is removed. Variation along the ripples is ignored. The model is

h_t = −αh − νh_xx − Kh_xxxx − gh³,

with all four coefficients positive. Subscripts x and t denote derivatives. The term −νh_xx describes the curvature instability of sputtering: valleys erode faster than crests. The term −Kh_xxxx is smoothing by surface transport. The linear damping α and the cubic damping g are phenomenological.

A surface has no knowledge of its absolute height, so both damping terms must act on the deviation from the mean. If a term on the right has a nonzero spatial average, that average changes the speed of the mean surface and is subtracted from the equation for h. For the stripes of this equation, a shift by half a wavelength reverses the sign of h, so h³ averages to zero and nothing needs subtracting. The squared slope added in section 8 breaks this symmetry, and there the average is subtracted.

For a small ripple h ∝ e^{σt} cos kx, each pair of x-derivatives gives −k², and the cubic term is negligible. Then

σ(k) = −α + νk² − Kk⁴.

Completing the square in k² gives

σ(k) = α_c − α − K(k² − k_c²)²,
k_c² = ν/(2K),  α_c = ν²/(4K).

The fastest-growing ripple has k = k_c and growth rate α_c − α. It grows if the damping α is below the critical value α_c.

**3. Scaling to the Swift-Hohenberg equation**

Measure length in units of 1/k_c, time in units of 1/α_c and height in units of H, still to be chosen: h = Hu. Two combinations are needed:

Kk_c⁴ = K·ν²/(4K²) = α_c,
νk_c² = ν²/(2K) = 2α_c.

Inserting them and dividing by α_cH gives, with x and t now scaled,

u_t = −(α/α_c)u − 2u_xx − u_xxxx − (gH²/α_c)u³.

Choose H = √(α_c/g), so that the cubic coefficient becomes one, and define

ε = 1 − α/α_c.

Since −α/α_c = ε − 1, the linear terms combine into a square:

u_t = εu − (1 + ∂x²)²u − u³.

This is the Swift-Hohenberg equation. Here ε is the fractional reduction of the damping below its critical value, and also the scaled growth rate at k = 1.

Below threshold no pattern survives. Multiply the equation by u and average over a periodic interval, denoted ⟨ ⟩. Integration by parts moves one factor (1 + ∂x²) onto the other u:

½ d⟨u²⟩/dt = ε⟨u²⟩ − ⟨(u + u_xx)²⟩ − ⟨u⁴⟩.

For ε ≤ 0 no term on the right is positive, and the last is negative unless u = 0. Every disturbance therefore decays.

**4. The amplitude equation**

Just above threshold, growth is slow and the cubic term must balance a linear term of size εu. This requires u² ~ ε. The expansion is therefore

u = √ε u₁ + ε^{3/2}u₃ + …,  T = εt.

A term of order ε is not needed, because the cubic term first acts at order ε^{3/2}. A free solution at order ε could be absorbed into u₁.

Write L = (1 + ∂x²)². At order √ε the equation is Lu₁ = 0. Its bounded solutions are combinations of cos x and sin x, and a choice of origin leaves

u₁ = B(T) cos x.

At order ε^{3/2}, the time derivative supplies one factor ε:

∂u₁/∂T = u₁ − Lu₃ − u₁³,

or

Lu₃ = (B − dB/dT) cos x − B³ cos³x.

To reduce the cube, write cos x = (e^{ix} + e^{−ix})/2. Its cube is (e^{3ix} + 3e^{ix} + 3e^{−ix} + e^{−3ix})/8, hence

cos³x = (3/4) cos x + (1/4) cos 3x.

This gives

Lu₃ = (B − dB/dT − ¾B³) cos x − ¼B³ cos 3x.

A periodic u₃ exists only if the cos x part of the right side vanishes. To see this, multiply by cos x and integrate over a period. Integration by parts moves L onto cos x, and L cos x = 0, so the left side gives zero. The right side must do the same:

dB/dT = B − ¾B³.

With A = √ε B and the original time t,

dA/dt = εA − ¾A³.

The flat state A = 0 is one steady solution. The other, up to a shift by half a wavelength, satisfies ε = ¾A²:

A = 2√(ε/3).

The factor ¾ is the effective strength of the cubic damping on a sinusoid. Damping is strong at crests and valleys and weak near the mean height. Weighting by the ripple shape gives ⟨cos⁴x⟩/⟨cos²x⟩ = (3/8)/(1/2) = 3/4. If the cubic coefficient were c > 0 instead of one, the same calculation would give A = 2√(ε/(3c)).

**5. How good is the leading term?**

The remaining part of the order-ε^{3/2} equation gives the third harmonic. Since ∂x² multiplies cos 3x by −9,

L cos 3x = (1 − 9)² cos 3x = 64 cos 3x.

Thus u₃ = −(B³/256) cos 3x. In unscaled amplitude, the stripe is

u = A cos x + b cos 3x,  b = −A³/256.

The negative b slightly flattens crests and valleys, where the cubic damping is strongest.

This harmonic acts back on the main one. The part of u³ linear in b is 3A²b cos²x cos 3x. Writing cos²x = (1 + cos 2x)/2 and cos 2x cos 3x = (cos x + cos 5x)/2, its cos x component is ¾A²b. The steady balance becomes

εA = ¾A³ + ¾A²b.

Dividing by A and inserting b,

ε = ¾A²(1 − A²/256).

In the small correction, A² may be replaced by 4ε/3, so A²/256 = ε/192. Solving for A² gives (4ε/3)(1 + ε/192), and the square root halves the relative correction:

A = 2√(ε/3) [1 + ε/384 + O(ε²)].

Solving the full steady equation numerically at ε = 0.1 gives A = 0.365243, against 0.365148 from the leading law. The relative difference divided by ε is 0.002600, and 1/384 is 0.002604. Even at ε = 0.5 the full amplitude, 0.8176, exceeds the law's 0.8165 by about 0.13 % of the latter. The accuracy comes from the factor 64: the third harmonic is strongly damped and stays small. This concerns a stripe of prescribed wavelength. It does not say that a rough surface at ε = 0.5 would form one regular stripe pattern.

**6. Approach to saturation and stability**

The amplitude equation can be solved by setting y = 1/A². Then

dy/dt = −(2/A³) dA/dt = −2εy + 3/2.

This linear equation has the steady value y = 3/(4ε) = 1/A_s², where A_s is the saturated amplitude. Its solution is

y = 1/A_s² + (1/A₀² − 1/A_s²)e^{−2εt},

with A₀ the initial amplitude. Inverting,

A² = A_s² / [1 + (A_s²/A₀² − 1)e^{−2εt}].

At early times, when A₀ ≪ A_s, the second term in the bracket dominates and A ≈ A₀e^{εt}. At late times the exponential vanishes and A → A_s, whatever the value of A₀ > 0. Near saturation the remaining difference decays at rate 2ε: the derivative of εA − ¾A³ is ε − (9/4)A_s² = ε − 3ε = −2ε.

Stripes can also be disturbed unevenly in space. Let u be the real part of A(x,t)e^{ix}, with a slowly varying complex A. For a modulation e^{iqx}, L has the value

[1 − (1 + q)²]² = (2q + q²)² ≈ 4q²,

which corresponds to −4∂x² acting on A. In the cube of (Ae^{ix} + A*e^{−ix})/2, the coefficient of e^{ix} is 3|A|²A/8, half of ¾|A|²A. Therefore

A_t = εA + 4A_xx − ¾|A|²A.

Set A = A_s(1 + r + iφ), where r is a small relative amplitude change and φ a small phase change. To first order |A|² = A_s²(1 + 2r), and ¾A_s² = ε. The terms in r and φ separate:

r_t = −2εr + 4r_xx,  φ_t = 4φ_xx.

A uniform phase change shifts the pattern sideways and neither grows nor decays. A phase modulation of wavenumber q decays at rate 4q². At ε = 0.1, diagonalizing the full equation about a stripe in a box eight wavelengths long gives −0.0624 for the slowest phase modulation, q = 1/8, where −4q² = −0.0625. The uniform amplitude rate is −0.1999, against −2ε = −0.2. Apart from the zero rate of translation, all rates found are negative. The critical stripe is thus stable in this one-dimensional box. Disturbances along the ripples are not covered.

**7. Two variations: another wavelength, another cubic term**

For a stripe A cos kx, L gives (1 − k²)², so the net growth rate is ε − (1 − k²)². The projection of the cube is unchanged. At leading order,

A = 2√{[ε − (1 − k²)²]/3},

provided the bracket is positive. For ε = 0.01 and k = 1.03, (1 − k²)² = 0.00371 and A = 0.0916, in agreement with the full solution. At k = 1 the same ε gives 0.1155. A wavenumber shift of 3 % thus lowers the amplitude by about 21 %, because the band of growing ripples is narrow near threshold. The formula states that such stripes exist, not that they are stable. In a long domain and near threshold, stability against slow modulations requires roughly (1 − k²)² < ε/3. The example has 0.00371 against 0.00333, so this stripe is weakly unstable to a long-wave modulation.

The second variation replaces −u³ by ∂x(u_x³), which depends on slope alone. It describes smoothing that strengthens on steep flanks. For u = A cos x, u_x = −A sin x. With sin³x = (3 sin x − sin 3x)/4,

u_x³ = −A³(3 sin x − sin 3x)/4,
∂x(u_x³) = −¾A³(cos x − cos 3x).

The cos x part is again −¾A³, so the leading amplitude is again 2√(ε/3). At ε = 0.01 the full solution with this term has A = 0.11550, against 0.11547 from the law. The law therefore does not require the cubic damping to depend on height itself, though this agreement of coefficients holds at k = 1. At another wavenumber the four derivatives add a factor k⁴.

**8. The quadratic term of sputtering**

Suppose that every part of the surface is eroded at the same speed V₀ along its local normal. It then recedes vertically at speed V₀√(1 + h_x²). For a directed beam this is a special assumption: an inclined facet catches fewer ions per unit of its area, so the yield per ion must rise as 1/cos of the local angle of incidence to keep V₀ constant. With a yield independent of angle there would be no squared slope. For small slopes this is V₀ + ½V₀h_x². The squared slope is absent from the equation used so far. It also breaks the symmetry between crests and valleys.

Add βu_x² to the scaled equation. The scaling of section 3 turns a coefficient of size V₀/2 into

|β| = V₀k_c²H/(2α_c).

Replacing u by −u reverses the sign of β and leaves the other terms unchanged, so the amplitude depends on β² and a positive β may be used. A tilted beam also permits odd derivatives. A first derivative merely moves the pattern and is removed by a moving frame. The third, δu_xxx, gives free waves of different wavelengths different speeds and is kept. In a steadily travelling stripe, however, all harmonics move together.

For the main harmonic, δ∂x³e^{ix} = −iδe^{ix}. The stripe therefore depends on θ = x − δt at lowest order. With u = A cos θ, the new term is

βu_x² = βA² sin²θ = ½βA² − ½βA² cos 2θ.

The first part changes the mean erosion speed and is subtracted. The second drives a harmonic Re(Ce^{2iθ}). On it L has the value (1 − 4)² = 9, dispersion gives δ(2i)³ = −8iδ, and the time derivative gives −2iδ. Neglecting ε beside 9,

−2iδC = −9C − 8iδC − ½βA²,
C = −βA²/[2(9 + 6iδ)].

The cross term in βu_x² is 2β times the product of the two slopes, Re(iAe^{iθ}) and Re(2iCe^{2iθ}). The part of a product Re(Pe^{iθ})Re(Qe^{2iθ}) that varies as e^{iθ} is ½Re(P*Qe^{iθ}). Here P*Q = (−iA)(2iC) = 2AC. The feedback on the complex main amplitude is therefore

2βAC = −β²A³/(9 + 6iδ).

Its imaginary part changes the travelling speed. Its real part is −9β²A³/(81 + 36δ²) = −β²A³/(9 + 4δ²), so

dA/dt = εA − [¾ + β²/(9 + 4δ²)]A³,
A² = ε/[¾ + β²/(9 + 4δ²)].

The quadratic term adds to the damping: the stripe drives a linearly damped second harmonic, and the feedback of that harmonic opposes the stripe. The original law requires β²/(9 + 4δ²) ≪ ¾. Dispersion alone, with β = 0, leaves the leading amplitude unchanged.

For ε = 0.001, β = 2.5 and δ = 0, both this formula and the full solution give 0.02631, whereas 2√(ε/3) is 0.03651. With δ = 0.8 both give 0.02784. Dispersion weakens the effect because it detunes the second harmonic from its drive.

**9. The example in nanometres and seconds**

The ion flux is 10¹⁵ cm⁻² s⁻¹, or 10 nm⁻² s⁻¹. On the flat surface each ion removes one atom of volume 0.02 nm³, so V₀ = 10 × 0.02 = 0.2 nm/s. The other chosen values are ν = 0.4 nm²/s, K = 8 nm⁴/s and H = 2.5 nm. Then

k_c = √(0.4/16) = 0.158 nm⁻¹, wavelength 2π/k_c = 39.7 nm,
α_c = 0.4²/32 = 0.005 s⁻¹.

The damping is α = 0.0045 s⁻¹, so ε = 0.1 and the growth rate is 0.0005 s⁻¹. This is the growth time of 2000 s in section 1. The saturated amplitude is

A_s = 2√(0.1/3) × 2.5 nm = 0.913 nm,

and the peak-to-valley height is 1.83 nm.

To reach 90 % of A_s, the transient formula requires A²/A_s² = 0.81, hence (A_s²/A₀² − 1)e^{−2σt} = 0.19/0.81, with σ = 0.0005 s⁻¹ the growth rate. For A₀ = 0.05 nm, A_s²/A₀² = 333.3, and

t = ln(332.3 × 0.81/0.19)/(2 × 0.0005 s⁻¹) = 7256 s,

about 2.0 h. The dose is 7.3 × 10¹⁸ cm⁻², and 1.45 µm of material has been removed. Integrating the unscaled equation gives 0.8217 nm at this time, against 0.8216 nm from the formula.

At fixed ν, K and g, halving ε lowers the amplitude by a factor √2 and doubles the growth time. Close to threshold, ripples are both low and slow.

For the squared slope, β = 0.2 × 0.025 × 2.5/(2 × 0.005) = 1.25. The full solution then has amplitude 0.823 nm, 9.9 % below the law. A third-derivative coefficient of 0.5 nm³/s, a rough choice, gives δ = 0.395. With both terms the amplitude is 0.828 nm, 9.3 % below the law, and the extended formula agrees to that accuracy.

**10. Beside a real sputtered surface**

The parameters are meant for the rough regime of ions of about 1 keV striking a surface that turns amorphous under the beam, where ripples tens of nanometres long and a few nanometres high are a reasonable scale. The dose is on the high side, a consequence of placing the example close to threshold. The damping and cubic coefficients are choices, not measurements, so 0.913 nm is a model result and not a prediction for a named material. Terms that depend on height above the mean do not follow from a local erosion law, so the model does not identify what stops ripple growth on a real surface, where slope-dependent terms such as that of section 8 may dominate. The coefficient ν may also contain ion-driven displacement of surface atoms besides curvature-dependent sputtering.

For a stripe at the critical wavelength, the largest neglected effect sized here is erosion along the local normal, at about 10 % of the amplitude. Its coefficient depends on how the sputtering yield varies with angle, so the change could be absent or much larger. For example, a yield varying as cos⁻² of the local angle, with the beam tilted by 60°, gives the coefficient 4V₀ instead of V₀/2. Then β = 10, and the formula of section 8 gives about 0.23 nm: the squared slope, not the cubic term, would set the height. A different wavelength can matter more: by the formula of section 7, a wavenumber 8 % above critical lowers the amplitude by about 15 % at ε = 0.1. The maximum slope is k_cA_s = 0.144, with square 0.021. Further small-slope corrections can still change the amplitude by more than 2 %. They modify the curvature and transport terms, whose scaled sizes are 2 and 1, while saturation balances a net growth of only ε = 0.1. If these terms are given their exact geometric forms (normal speed proportional to curvature, isotropic surface diffusion), the curvature term alone lowers the amplitude by about 5 %, the transport term alone raises it by about 9 %, and together they raise it by about 3 %. These three figures are not part of the listed output. Ion shot noise, pattern defects, variation along the ripples and the other nonlinear terms that a tilted beam permits have not been sized.

A surface that starts rough contains many wavelengths. Those with |1 − k²| < √ε grow, which at ε = 0.1 means wavelengths from about 35 to 48 nm. The law gives the height of a regular stripe at the critical wavelength and does not describe how such a mixture becomes regular. The numerical output below lists the values used.

Computed values

```
SCALED EQUATION (dimensionless)
eps=0.01: full amplitude 0.115473, law 0.115470
eps=0.1: full amplitude 0.365243, law 0.365148
eps=0.5: full amplitude 0.817551, law 0.816497
relative correction / eps: 0.002600, 1/384 = 0.002604
third harmonic at eps=0.1: -1.9003e-04, formula -1.9018e-04
k=1.03, eps=0.01: full 0.091589, law 0.091587
slope-cubic term, eps=0.01: full amplitude 0.115497
eps=0.001, beta=2.5, disp=0.0: full 0.026312, formula 0.026312
eps=0.001, beta=2.5, disp=0.8: full 0.027835, formula 0.027835
eps=0.001, beta=0.0, disp=0.8: full 0.036515, formula 0.036515
stability, eps=0.1: translation rate below 1e-7: True
phase rate at q=0.125: -0.06243, -4q^2 = -0.06250
amplitude rate: -0.19990, -2 eps = -0.20000
EXAMPLE: INPUTS
ion flux: 1.00e+15 cm^-2 s^-1
atoms removed per ion: 1.0
volume per atom: 0.020 nm^3
erosion rate: 0.200 nm/s
nu: 0.40 nm^2/s
K: 8.00 nm^4/s
critical damping: 0.00500 s^-1
actual damping: 0.00450 s^-1
cubic coefficient g: 8.000e-04 nm^-2 s^-1
height scale H: 2.50 nm
initial amplitude: 0.050 nm
EXAMPLE: RESULTS
eps: 0.100
critical wavenumber: 0.15811 nm^-1
wavelength: 39.74 nm
growth time 1/rate: 2000.0 s
saturated amplitude, law: 0.9129 nm
peak-to-valley height, law: 1.8257 nm
time to 90% of saturation: 7256 s = 2.02 h
ion dose to 90%: 7.26e+18 cm^-2
depth eroded by then: 1451 nm
t=4000 s: integrated 0.3429 nm, formula 0.3429 nm
t=7256 s: integrated 0.8217 nm, formula 0.8216 nm
t=24000 s: integrated 0.9131 nm, formula 0.9129 nm
EXAMPLE: NEGLECTED EFFECTS
beta: 1.2500; dispersion input: 0.50 nm^3/s
scaled dispersion: 0.3953
amplitude with squared slope: 0.8228 nm (-9.9 %)
amplitude with both terms: 0.8279 nm (-9.3 %)
formula with both terms: 0.8277 nm
maximum slope, law: 0.1443; squared: 0.0208
```
